\section*{Why a precise radical decay time may not determine wall reactivity}

\section{A clean exponential and a tempting inference}

A discharge in oxygen is switched off. The oxygen atoms it made diffuse to the chamber walls, where some recombine, and a detector follows the fall of their density. After a while the signal is a clean exponential, whose time constant $\tau$ can be fitted to one per cent. The walls are what remove the atoms, so it seems that $\tau$ must give the wall loss probability $\gamma$, the chance that an atom is lost when it hits the wall, to about one per cent as well.

The inference has a sound basis. A more reactive wall does shorten the decay, each $\tau$ corresponds to one $\gamma$ if everything else is known, and for walls that are weakly reactive enough, at low enough pressure, the precision does carry over. What the inference leaves out is that an atom must reach the wall before it can be lost there. When that journey takes most of the time, $\tau$ measures the journey.

\section{The wall condition}

Let $n$ be the atom density, $D$ the diffusion coefficient and $v$ the mean thermal speed. I assume that the atoms are dilute, that $\gamma$ and the temperature are uniform, that surviving atoms leave the wall with the cosine distribution of directions found in a gas at equilibrium, and that nothing is lost in the gas. The mean free path must be much shorter than the chamber.

Let $J$ be the net flux into the wall, and $\Gamma_+$ and $\Gamma_-$ the fluxes arriving at and leaving it, so that $J=\Gamma_+-\Gamma_-$. In the diffusion approximation the velocity distribution is an isotropic part plus a small odd part. The isotropic part sends $nv/4$ each way. The odd part adds to the arriving flux as much as it takes from the leaving flux, and the two changes must total $J$. Hence
\begin{equation}
\Gamma_+=\frac{nv}{4}+\frac J2 ,\qquad \Gamma_-=\frac{nv}{4}-\frac J2 .
\end{equation}
The wall removes a fraction $\gamma$ of what arrives, so $J=\gamma\Gamma_+$, and
\begin{equation}
J\left(1-\frac{\gamma}{2}\right)=\frac{\gamma nv}{4}.
\end{equation}
Diffusion supplies this flux: $J=-D\,\partial n/\partial\nu$, with $\nu$ the outward normal. Therefore
\begin{equation}
\frac{\partial n}{\partial\nu}=-hn,\qquad h=\frac1\lambda,\qquad
\lambda=\frac{4D(1-\gamma/2)}{\gamma v}.
\label{wall}
\end{equation}
The length $\lambda$ is the distance beyond the wall at which the density, extended in a straight line, would vanish. With the mean free path defined by $\ell=3D/v$, it is $\lambda=\tfrac43\ell(1-\gamma/2)/\gamma$.

This condition was tested against a one-speed transport calculation with isotropic scattering in a slab 40 free paths wide. The diffusion decay rate was too high by 0.23\% for $\gamma=0.1$ and by 0.39\% for $\gamma=1$. Dropping the term $\gamma/2$ at $\gamma=1$ made it too low by 5.75\%.

\section{How much of the decay belongs to the wall}

At late times one spatial shape $\varphi$ survives and $n=\varphi\,e^{-kt}$, with $k=1/\tau$. Inserting this in $\partial n/\partial t=D\nabla^2n$ gives
\begin{equation}
-\nabla^2\varphi=\mu\varphi,\qquad k=D\,\mu(h),
\end{equation}
where $\mu$ is the lowest eigenvalue under condition (\ref{wall}). It is also the minimum of
\begin{equation}
\mu=\min_\varphi\frac{\int|\nabla\varphi|^2dV+h\oint\varphi^2dS}{\int\varphi^2dV}.
\label{ray}
\end{equation}
To see this, vary $\varphi$ by $\delta\varphi$ and integrate the gradient term by parts. The quotient is stationary when
\begin{equation}
\int\delta\varphi\,(-\nabla^2\varphi-\mu\varphi)\,dV
+\oint\delta\varphi\left(\frac{\partial\varphi}{\partial\nu}+h\varphi\right)dS=0
\end{equation}
for every $\delta\varphi$, which is the diffusion problem with its wall condition.

Now change $h$ slightly. The shape changes too, but because the quotient is stationary this does not affect $\mu$ to first order. Only the explicit $h$ counts:
\begin{equation}
\frac{d\mu}{dh}=\frac{\oint\varphi^2dS}{\int\varphi^2dV}.
\label{hf}
\end{equation}
The logarithmic sensitivity is then
\begin{equation}
s\equiv\frac{d\ln\mu}{d\ln h}
=\frac{h\oint\varphi^2dS}{\int|\nabla\varphi|^2dV+h\oint\varphi^2dS}.
\end{equation}
It is the share of the surface term in the numerator of (\ref{ray}). Both terms are positive. A constant $\varphi$ cannot satisfy the wall condition for $h>0$, so the gradient term is not zero. If $\varphi$ vanished on the whole wall, (\ref{wall}) would make its normal derivative vanish too. Nothing would then flow out, although the positive function $\varphi$ requires an outflow $\mu\int\varphi\,dV$. Hence $0<s<1$.

\section{From errors in the data to an error in $\gamma$}

The logarithm of $h$ is $\ln\gamma-\ln(1-\gamma/2)+\ln v-\ln D-\ln4$. The two terms in $\gamma$ combine as
\begin{equation}
\frac{\delta\gamma}{\gamma}+\frac{\gamma/2}{1-\gamma/2}\,\frac{\delta\gamma}{\gamma}
=\frac{1}{1-\gamma/2}\,\frac{\delta\gamma}{\gamma}.
\end{equation}
Since $\delta k/k=\delta D/D+s\,\delta h/h$,
\begin{equation}
\frac{\delta k}{k}=(1-s)\frac{\delta D}{D}+s\frac{\delta v}{v}
+\frac{s}{1-\gamma/2}\,\frac{\delta\gamma}{\gamma},
\end{equation}
and solving for the quantity wanted,
\begin{equation}
\frac{\delta\gamma}{\gamma}=\frac{1-\gamma/2}{s}
\left[\frac{\delta k}{k}-(1-s)\frac{\delta D}{D}-s\frac{\delta v}{v}\right].
\label{err}
\end{equation}
Define $G=|d\ln\tau/d\ln\gamma|=s/(1-\gamma/2)$. A small relative timing error is multiplied by $1/G$ on its way to $\gamma$. When $s$ is small, an error in $D$ is multiplied by nearly the same factor. A better clock does nothing about that second error. Equation (\ref{err}) takes the chamber dimensions as exact. An error in them shifts the predicted $k$ and is amplified by $1/G$ in the same way. In the example below, where diffusion along the axis supplies about four fifths of $\mu$, a 1\% error in the length changes $k$ by about 1.5\%.

\section{A cylinder and its two limits}

For a cylinder of radius $R$ and length $L=2c$, with $z=0$ at mid-height, take $\varphi=J_0(ar)\cos(bz)$. Then $\mu=a^2+b^2$, and the wall condition gives
\begin{equation}
aJ_1(aR)=hJ_0(aR),\qquad b\tan(bc)=h.
\label{roots}
\end{equation}
The ratio (\ref{hf}) splits into a side-wall part and an end-wall part. For the side wall, $\int_0^RJ_0^2(ar)\,r\,dr=\tfrac12R^2(J_0^2+J_1^2)$ with the right side taken at $aR$, and $J_1/J_0=h/a$, so
\begin{equation}
\frac{RJ_0^2}{\tfrac12R^2(J_0^2+J_1^2)}=\frac2R\,\frac{a^2}{a^2+h^2}.
\end{equation}
For the ends, $\int_0^c\cos^2(bz)\,dz=\tfrac12[c+\sin(bc)\cos(bc)/b]$. Dividing above and below by $\cos^2(bc)$ and using $\tan(bc)=h/b$,
\begin{equation}
\frac{2\cos^2(bc)}{c+\sin(bc)\cos(bc)/b}
=\frac{2}{c(1+h^2/b^2)+h/b^2}=\frac{2b^2}{c(b^2+h^2)+h}.
\end{equation}
Together,
\begin{equation}
s=\frac h\mu\left[\frac2R\,\frac{a^2}{a^2+h^2}+\frac{2b^2}{c(b^2+h^2)+h}\right].
\label{cyl}
\end{equation}

\paragraph{Weakly reactive walls.} If $\lambda$ is much larger than the chamber, $aR$ and $bc$ are small. Then $J_1(aR)\approx aR/2$, $J_0\approx1$ and $\tan(bc)\approx bc$, so (\ref{roots}) gives $a^2\approx2h/R$ and $b^2\approx h/c$. With $V$ the volume and $A$ the wall area, $A/V=2/R+1/c$, and
\begin{equation}
\mu\approx h\,\frac AV,\qquad s\to1.
\end{equation}
The density is nearly uniform and the atoms wait for a successful wall hit. Here the belief is right, as long as losses in the gas are negligible or known: $\tau$ measures $\gamma$ with little loss of precision.

\paragraph{Diffusion-limited decay.} If $\lambda$ is much smaller than the chamber, the density nearly vanishes at the wall, so $a\to a_0=2.405/R$ and $b\to b_0=\pi/L$. Keeping the largest terms of (\ref{cyl}) for large $h$,
\begin{equation}
s\approx2\lambda\,\frac{a_0^2/R+b_0^2/c}{a_0^2+b_0^2}.
\label{small}
\end{equation}
The sensitivity falls in proportion to $\lambda$. Because $\lambda$ is of order $\ell/\gamma$, the condition is $\gamma\gg\ell/(\text{chamber size})$. The same wall can therefore be easy to measure at low pressure and nearly invisible at high pressure.

\section{Oxygen atoms at 1 Torr}

Take $R=15$ cm, $L=10$ cm, 300 K and 1 Torr, with the rough round value $pD=200$ Torr\,cm$^2$/s for O in O$_2$. Then $D=200$ cm$^2$/s, $v=6.30\times10^4$ cm/s and $\ell=0.0095$ cm. For $\gamma=0.1$,
\begin{equation}
\lambda=\frac{4(200)(0.95)}{(0.1)(6.30\times10^4)}\ \text{cm}=0.121\ \text{cm}.
\end{equation}
Equation (\ref{small}) gives $s\approx0.042$, and the full expression (\ref{cyl}) gives 0.0405. Thus $G=0.0405/0.95=0.043$ and $1/G\approx23$. With the chamber and gas held fixed, four walls compare as follows.

\begin{center}
\begin{tabular}{cccc}
$\gamma$ & $\lambda$ (cm) & $\tau$ (ms) & $1/G$\\
0.001 & 12.7 & 228.8 & 1.2\\
0.01 & 1.26 & 58.5 & 3.1\\
0.1 & 0.121 & 41.9 & 23\\
1 & 0.0063 & 40.3 & 229
\end{tabular}
\end{center}

Doubling $\gamma$ from 0.001 shortens $\tau$ by 41\%. Doubling it from 0.1 shortens $\tau$ by 2.1\%. A perfectly absorbing wall differs from one with $\gamma=0.1$ by less than 2 ms in about 42 ms, because diffusion alone takes 40.2 ms.

Suppose $\gamma$ is really 0.1 and $\tau$ is misread by 1\%, with all else known. Solving the full problem for $\gamma$ gives 0.081 if $\tau$ is read high and 0.131 if it is read low. The interval is lopsided because equal steps in $\gamma$ change $\tau$ less and less as $\gamma$ rises. For a true value of 0.001, the same timing error leaves $\gamma$ between 0.00099 and 0.00101.

Now let the timing be perfect but $D$ uncertain by 5\%. If the assumed $D$ is 5\% too high, the inferred $\gamma$ is 0.048. If it is 5\% too low, there is no solution. The reason is a ceiling: since $\gamma$ cannot exceed 1, the decay rate at the true $D$ can rise only from 23.9 to 24.8 s$^{-1}$, or 4.0\%. Lowering the assumed $D$ by 5\% lowers the ceiling below the observed rate. Taken over the whole range of $D$, a perfectly timed decay says that $\gamma$ lies somewhere between 0.048 and 1. It supplies a lower bound, not a value. The linear law (\ref{err}) cannot describe such large shifts, so the full inversion is needed.

\section{A shortcut that hides part of the problem}

Adding the times of the two limits gives the estimate
\begin{equation}
\tau\approx\frac{1}{D(a_0^2+b_0^2)}+\frac VA\,\frac\lambda D .
\end{equation}
The first term is the journey and the second the wait at the wall. For this chamber at 1 Torr, its largest error in $\tau$ is 1.1\% over a scan of $\gamma$ from $10^{-4}$ to 1. That is good for predicting $\tau$, but less good for inverting it. At $\gamma=0.1$ it gives 42.00 ms instead of 41.88 ms, an error of 0.3\%, which the factor 23 turns into roughly 7\% in $\gamma$. In the diffusion limit its slope $d\tau/d\lambda$ is also 8\% too large.

\section{What a real afterglow adds}

The example resembles the afterglow of a pulsed oxygen plasma. Loss probabilities for O atoms depend strongly on surface condition; as a rough guide, silica is often near $10^{-3}$ or below, while some metals approach $10^{-1}$. A pressure of 1 Torr suits resist stripping and some deposition, whereas many etching plasmas run at tens of mTorr or less. Real chambers also mix materials, which breaks the assumption of uniform $\gamma$; that effect is not sized here.

Other broken assumptions can be sized for $\gamma=0.1$ at 1 Torr. Each figure below is the false $\gamma$ obtained by ignoring one effect, with rough gas rate coefficients and an O fraction of 0.01.

\begin{itemize}
\item Ozone formation, O + O$_2$ + O$_2$, adds 2.6\% to the decay rate: $\gamma$ appears as 0.25.
\item Pumping at 100 sccm, treated as a uniform loss at a rate equal to gas flow over volume, would add 0.8\%, and $\gamma$ would appear as 0.124. This is a large overestimate when the gas flows evenly from one end to the other, because here the atoms are scarce near the walls, where the gas leaves.
\item Gas 5 K warmer than assumed, at fixed pressure and with $D\propto T^{1.75}$, raises the rate by 2.85\%: $\gamma$ appears as 0.29. This is for a steady, uniform offset. Gas heated by the discharge cools by conduction in roughly 50 ms at this pressure, about as slowly as the atoms decay, so its temperature can still be falling during the fit.
\item Faster-decaying spatial modes matter if the fit starts early. For a uniform initial density observed at the centre, the slope read at $3\tau$ is 4.1\% low and $\gamma$ appears as 0.050. At $6\tau$ the slope is 0.3\% low and $\gamma$ appears as 0.094, but the surviving mode has by then fallen by $e^6\approx400$.
\end{itemize}

The reactions O + O + O$_2$ and O + O$_3$ are smaller. With the O density taken as uniform and rough coefficients of $10^{-33}$ cm$^6$/s and $8\times10^{-15}$ cm$^3$/s, they give about 0.102 and, if the only ozone present is that made during the afterglow, roughly 0.107. The first figure uses the starting O fraction of 0.01. That loss is second order in the atoms and has almost vanished by the time the decay is a clean exponential. The kinetic layer at the wall changes the third digit at most. Among the effects sized here, the leading errors are thus ordinary ones, small in $\tau$ and large in $\gamma$.

A weakly reactive wall has a different weakness. At this pressure its errors are hardly amplified, but the decay is slow, so a loss in the gas takes a larger share of it. For $\gamma=0.001$ at 1 Torr, the same ozone formation adds 14\% to the decay rate, and $\gamma$ appears as 0.0012 if it is ignored.

\section{Changing the regime}

Since $\lambda$ is proportional to $D$, and $D$ to $1/p$, lowering the pressure makes the wall matter again. Keep the chamber, the temperature and $\gamma=0.1$, and reduce the pressure to 0.02 Torr. Then $D=10^4$ cm$^2$/s, $\lambda=6.0$ cm, $s=0.69$ and $\tau=2.6$ ms. The amplification $1/G$ drops from 23 to 1.4. A 1\% timing error now leaves $\gamma$ between 0.099 and 0.101, and a 5\% error in $D$ leaves it between 0.098 and 0.102.

There are costs. If the flow stays at 100 sccm, pumping takes a larger share of the decay, because the gas moves fifty times faster and the atoms are no longer scarce at the walls. One per cent of $\tau$ is now 26 $\mu$s instead of 0.42 ms, so the detector must be faster. The free path has also grown to 0.48 cm, about one twentieth of the chamber length. Diffusion should still be a fair description, but the transport test above was made at 40 free paths, not at this width. At much lower pressure the atoms no longer diffuse, and their flight from wall to wall should be treated directly. For weakly reactive walls the predicted decay rate can still be close, because it then depends mainly on how often atoms hit the wall.

Before a decay time is turned into a wall reactivity, the number to compute is therefore $G$. If it is near one, a precise $\tau$ gives a precise $\gamma$, provided the gas temperature, the ratio $V/A$ and the other losses are known and the walls are uniform. If it is a few hundredths, the same precise $\tau$ is chiefly a measurement of $D$ and the chamber geometry. The main values are in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
chamber radius 15 cm, length 10 cm, V/A 3.000 cm
gas temperature 300 K, mean O speed 6.301e+04 cm/s
D at 1 Torr 200 cm2/s, mean free path 3D/v 0.009523 cm
mu0 0.12440 1/cm2, pure diffusion time 40.193 ms
1 Torr: g, lam (cm), tau (ms), additive tau (ms), s, G, 1/G
  0.001, 12.69, 228.84, 230.55, 0.8289, 0.8294, 1.21
  0.01, 1.263, 58.50, 59.14, 0.3196, 0.3212, 3.11
  0.1, 0.1206, 41.88, 42.00, 0.0405, 0.0426, 23.46
  1, 0.006349, 40.28, 40.29, 0.0022, 0.0044, 228.67
small-lam law for s at g=0.1: 0.0416
g at which 1/G reaches 10: 0.0408
largest additive-formula error in tau: 1.12 %
additive / true slope dtau/dlam, small lam: 1.082
tau change when g doubles from 0.001: -41.41 %
tau change when g doubles from 0.1: -2.12 %
decay rate at g=0.1: 23.879 1/s, ceiling at g=1: 24.825 1/s
ceiling above rate at g=0.1 by 3.96 %
1 Torr, g=0.001, tau +1% / -1%: inferred g 0.0009881 / 0.001012
1 Torr, g=0.1, tau +1% / -1%: inferred g 0.08102 / 0.1307
0.02 Torr, g=0.1, tau +1% / -1%: inferred g 0.09865 / 0.1014
1 Torr, g=0.001, assumed D 5% high / low: inferred g 0.0009903 / 0.001011
1 Torr, g=0.1, assumed D 5% high / low: inferred g 0.04845 / no solution
0.02 Torr, g=0.1, assumed D 5% high / low: inferred g 0.09805 / 0.1023
0.02 Torr, g=0.1: D 10000 cm2/s, free path 0.476 cm, lam 6.031 cm
  tau 2.589 ms, s 0.6942, 1/G 1.369
gas density 3.22e+16 1/cm3, O fraction 0.01
neglected at 1 Torr, g=0.1: rate (1/s), share of k (%), false g
  O+O2+O2, 6e-34 cm6/s: 0.622, 2.60, 0.2486
  O+O+O2, 1e-33 cm6/s: 0.0207, 0.09, 0.1021
  O+O3 upper size, 8e-15 cm3/s: 0.0653, 0.27, 0.1068
  pumping at 100 sccm: 0.197, 0.82, 0.1238
gas 5 K warmer than assumed: k +2.85 %, false g 0.2879
higher modes, slope read at 3 tau: k -4.10 %, false g 0.0501
higher modes, slope read at 6 tau: k -0.27 %, false g 0.09413
kinetic wall layer 0.0438 free paths: k -0.0140 %, false g 0.09967
transport test, 40 free paths: rate error +0.234 % (g=0.1), +0.390 % (g=1)
same test, g=1, without the 1/2 term: -5.75 %
\end{verbatim}
